# How voltage divides between two leaky dielectric layers

## Question

I have two amorphous oxide films in series between identical metal electrodes. Each is 20 nm thick. Layer 1 has relative permittivity 8 and conductivity $1\times10^{-13}$ S/cm; layer 2 has relative permittivity 20 and conductivity $2\times10^{-14}$ S/cm. I apply 0.4 V and hold it for several minutes.

To find the fields I used continuity of the displacement, $\varepsilon_1E_1=\varepsilon_2E_2$. This puts $20/28=71\%$ of the voltage on layer 1. But then the current density $sE$ in layer 1 is $5\times2.5=12.5$ times that in layer 2, which cannot be right for a steady current. Both conditions look like basic laws. Which one fails, and how long does it take to matter?

## Answer

The displacement condition fails. Gauss's law at the interface, with fields counted positive from layer 1 to layer 2, reads

$$\varepsilon_2E_2-\varepsilon_1E_1=\sigma ,$$

where $\sigma$ is the free charge per area there. Your condition is the special case $\sigma=0$. It holds just after the voltage is applied to an uncharged stack. The current mismatch you found then charges the interface, until the two currents agree.

**The two divisions**

Take layers of thickness $d_i$, permittivity $\varepsilon_i$ and conductivity $s_i$. Assume that $s_i$ does not depend on the field, that the bound polarization follows the field at once, that the electrodes exchange charge freely with the films, and that everything varies along the normal alone. The source holds

$$d_1E_1+d_2E_2=V .$$

It must also charge the stack in a time much shorter than $\varepsilon_i/s_i$ of either layer, so that no charge reaches the interface during the step.

Just after the step $\sigma=0$, so $E_2=\varepsilon_1E_1/\varepsilon_2$. Inserting this in the voltage condition and multiplying by $\varepsilon_2$ gives $(\varepsilon_2d_1+\varepsilon_1d_2)E_1=\varepsilon_2V$. Hence

$$E_1(0)=\frac{\varepsilon_2V}{A},\qquad E_2(0)=\frac{\varepsilon_1V}{A},\qquad A=\varepsilon_1d_2+\varepsilon_2d_1 .$$

In the steady state $\sigma$ no longer changes, so as much charge reaches the interface as leaves it: $s_1E_1=s_2E_2$. The same algebra, with $E_2=s_1E_1/s_2$, gives

$$E_1(\infty)=\frac{s_2V}{B},\qquad E_2(\infty)=\frac{s_1V}{B},\qquad B=s_1d_2+s_2d_1 .$$

No permittivity appears here. The less conductive layer takes the larger field, whatever its permittivity.

**How the charge builds up**

Inside a uniform layer, charge conservation and Gauss's law give

$$\frac{\partial\rho}{\partial t}=-\frac{\partial (sE)}{\partial x}=-\frac{s}{\varepsilon}\rho .$$

A charge density that starts at zero therefore stays at zero, and charge can collect only at the interface. There

$$\frac{d\sigma}{dt}=s_1E_1-s_2E_2 .$$

To close this equation, write the fields in terms of $\sigma$. The voltage condition gives $E_2=(V-d_1E_1)/d_2$. Put this into Gauss's law and multiply by $d_2$:

$$\varepsilon_2V-\varepsilon_2d_1E_1-\varepsilon_1d_2E_1=d_2\sigma
\quad\Rightarrow\quad E_1=\frac{\varepsilon_2V-d_2\sigma}{A}.$$

Returning to $E_2$ and using $A-\varepsilon_2d_1=\varepsilon_1d_2$,

$$E_2=\frac{V-d_1E_1}{d_2}=\frac{\varepsilon_1d_2V+d_1d_2\sigma}{Ad_2}=\frac{\varepsilon_1V+d_1\sigma}{A}.$$

Positive interface charge thus lowers $E_1$ and raises $E_2$. The rate equation becomes

$$\frac{d\sigma}{dt}=\frac{MV-B\sigma}{A},\qquad M=\varepsilon_2s_1-\varepsilon_1s_2 .$$

With $\sigma(0)=0$ its solution is

$$\sigma(t)=\sigma_\infty\left(1-e^{-t/\tau}\right),\qquad \sigma_\infty=\frac{MV}{B},\qquad \tau=\frac{A}{B}=\frac{\varepsilon_1d_2+\varepsilon_2d_1}{s_1d_2+s_2d_1}.$$

This is Maxwell-Wagner relaxation. Dividing $A$ and $B$ by $d_1d_2$ shows what $\tau$ means: it is the capacitance per area from the interface to both electrodes, $\varepsilon_1/d_1+\varepsilon_2/d_2$, divided by the corresponding conductance, $s_1/d_1+s_2/d_2$. Since each field is linear in $\sigma$, each relaxes with the same time:

$$E_i(t)=E_i(\infty)+[E_i(0)-E_i(\infty)]e^{-t/\tau}.$$

So the permittivities do matter in a leaky stack. They set the starting fields, the time $\tau$ and the stored charge, but not the steady fields.

**Your stack**

Because your thicknesses are equal, they cancel in $\tau$:

$$\tau=\frac{(8+20)\varepsilon_0}{(1.0+0.2)\times10^{-13}\ \text{S/cm}}=20.7\ \text{s}.$$

The average field is $0.4\ \text{V}/40\ \text{nm}=0.1$ MV/cm, and the fields develop as follows.

| Time | $E_1$ (MV/cm) | $E_2$ (MV/cm) |
|---|---:|---:|
| just after the step | 0.143 | 0.057 |
| 1 s | 0.138 | 0.062 |
| 20 s | 0.075 | 0.125 |
| 100 s | 0.034 | 0.166 |
| steady | 0.033 | 0.167 |

Layer 1 starts with 71% of the voltage and ends with 17%. The drops are equal when its share is one half:

$$0.1667+(0.7143-0.1667)e^{-t/\tau}=0.5
\quad\Rightarrow\quad t=\tau\ln\frac{0.5476}{0.3333}=10.3\ \text{s}.$$

After several minutes your displacement calculation therefore names the wrong layer as the one under the larger field.

The steady displacements are 0.024 and 0.295 µC/cm². Their difference is the interface charge, 0.27 µC/cm², or $1.7\times10^{12}$ elementary charges per cm².

Now double the permittivity of layer 2 to 40 and hold everything else fixed. Its initial share falls from $8/28=29\%$ to $8/48=17\%$. Its steady share stays at 83%. The relaxation time grows by $48/28$, to 35.4 s, and the stored charge rises to 0.57 µC/cm². More charge is needed to reach the same final fields.

**What you can measure**

The interface equation can be rearranged. Since $d\sigma/dt$ is both $s_1E_1-s_2E_2$ and the time derivative of $\varepsilon_2E_2-\varepsilon_1E_1$,

$$s_1E_1+\varepsilon_1\frac{dE_1}{dt}=s_2E_2+\varepsilon_2\frac{dE_2}{dt}=J .$$

This sum of conduction and displacement current is what the external circuit carries. Evaluate it in layer 1. The formula for $E_1$ gives $E_1(0)-E_1(\infty)=d_2\sigma_\infty/A$, and so

$$J(t)=s_1E_1(\infty)+\frac{d_2\sigma_\infty}{A}\left(s_1-\frac{\varepsilon_1}{\tau}\right)e^{-t/\tau}.$$

The bracket is

$$s_1-\frac{\varepsilon_1B}{A}=\frac{s_1(\varepsilon_1d_2+\varepsilon_2d_1)-\varepsilon_1(s_1d_2+s_2d_1)}{A}=\frac{d_1M}{A}.$$

With $\sigma_\infty=MV/B$ this becomes

$$J(t)=\frac{s_1s_2V}{B}+\frac{Vd_1d_2M^2}{A^2B}\,e^{-t/\tau}.$$

The second term contains $M^2$, so in this model the current after the initial charging spike never rises, whichever layer is leakier. For your values it falls from $1.05\times10^{-8}$ to $3.33\times10^{-9}$ A/cm². A current reading taken in the first few seconds would overstate the steady leakage about threefold.

A short circuit after long charging removes the applied voltage but not, at first, the stored charge. With $V=0$ but $\sigma=\sigma_\infty$, the field formulas give

$$E_1=-\frac{d_2\sigma_\infty}{A},\qquad E_2=+\frac{d_1\sigma_\infty}{A}.$$

For your stack these are $-0.11$ and $+0.11$ MV/cm. The field in layer 1 reverses and becomes more than three times as large as it was under steady bias. With $V=0$ the rate equation is $d\sigma/dt=-\sigma/\tau$, so both fields then die away with the same 20.7 s. After the brief discharging spike the circuit carries $s_1E_1+\varepsilon_1\,dE_1/dt=-(d_2\sigma_\infty/A)(s_1-\varepsilon_1/\tau)e^{-t/\tau}$, with $t$ counted from the short. By the bracket found above, this is the decaying part of the charging current with its sign reversed, now without the steady leakage. For your stack it starts at $-7.2\times10^{-9}$ A/cm².

**When the capacitive rule is right**

For a short pulse on an uncharged stack, the test is whether $\sigma$ stays small beside the initial displacement $\varepsilon_1\varepsilon_2V/A$. At early times $\sigma\approx MVt/A$, so the ratio is $Mt/(\varepsilon_1\varepsilon_2)=t\,(s_1/\varepsilon_1-s_2/\varepsilon_2)$. The pulse should therefore be much shorter than $1/|s_1/\varepsilon_1-s_2/\varepsilon_2|$, which is 7.7 s for your stack; being much shorter than $\tau$ is not always enough. After 1 s, $E_1$ is within 4% of its initial value, but $E_2$ has risen by 9% and the two displacements differ by 13%. The gap between the two times can be large. For 100 nm with relative permittivity 4 and $10^{-13}$ S/cm on 3 nm with relative permittivity 40 and $10^{-16}$ S/cm, $\tau$ is about 1150 s, yet the field in the thin layer has already grown fourfold at $t=0.01\tau$.

If $\varepsilon_1/s_1=\varepsilon_2/s_2$, then $M=0$. No charge collects, and the two divisions coincide at all times.

If neither layer conducts, $B=0$: nothing relaxes and the initial division persists. If layer 2 alone is insulating, $s_2=0$ gives $E_1(\infty)=0$ and $E_2(\infty)=V/d_2$. The whole voltage ends up on the insulator, after a relaxation time $A/(s_1d_2)$ set by the leaky layer.

**How far to trust this for real films**

Your numbers are plausible rough values for a defect-rich, low-permittivity oxide against a tighter, high-permittivity one, both grown by atomic layer deposition. Leakage depends strongly on growth and annealing, so $\tau$ should be computed from conductivities measured near the fields in question. Breakdown is remote: taking a rough strength of 4 MV/cm, your largest field is 4% of it. Direct tunnelling through layer 2 is negligible. For a rectangular barrier of 2 eV and an effective mass of 0.3 electron masses, the transmission $e^{-2\kappa d_2}$, with $\kappa=\sqrt{2m\phi}/\hbar$ for barrier height $\phi$, summed over transverse momenta, gives a current more than fifty orders of magnitude below the steady one for electrons near the Fermi level. At 300 K, electrons thermally excited to near or above the top of the barrier carry far more than that, but still over fifteen orders of magnitude less than the steady current. Electrodes with different work functions would add a built-in voltage, which I have left out.

Ohm's law is the weaker assumption. In general the steady condition is $J_1(E_1)=J_2(E_2)$. The static permittivities still drop out if the current laws do not contain them, but the shares change, and the relaxation time can change too:

- For field-assisted hopping between neutral sites a distance $a=1$ nm apart, take $J=sE_h\sinh(E/E_h)$ with $E_h=2k_BT/(qa)$. At 300 K, solving the current balance numerically gives layer 2 a share of 83.1%, against 83.3% for Ohm's law.
- If the traps are charged when empty, the field lowers their barrier (Poole-Frenkel emission). Take $J=sE\exp\left[\sqrt{qE/(\pi\varepsilon_0k_o)}\,\big/\,(k_BT/q)\right]$, with optical relative permittivity $k_o=4$ in both layers and your $s$ as the zero-field value. At the ohmic steady field of layer 2 the exponent is already 6.0, a factor of about 400 in conductivity for this one-dimensional escape law; averaging over escape directions would make it smaller, though still large. The same balance then gives layer 2 a share of 62%. The relaxation is also much faster: with this current law the two voltage drops become equal after about 0.06 s, not 10.3 s. For films that conduct in this way, Ohm's law with the zero-field conductivities is a poor description even at 0.4 V.

Temperature acts through the conductivities. Suppose they are thermally activated, with energies of 0.6 eV in layer 1 and 0.7 eV in layer 2, and equal your values at 300 K. At 358 K, with the permittivities held fixed, $\tau$ drops to 0.42 s and the steady share of layer 2 to 73%.

The last correction concerns the sheet of charge. The mean spacing of the charges is $1/\sqrt{1.7\times10^{12}\ \text{cm}^{-2}}=7.7$ nm, not very small beside 20 nm, so the fields above are lateral averages. The charge also has some depth. If it sits in states of uniform density $g$ per energy and volume, the current follows the gradient of the electrochemical potential. Call that potential $\eta$, expressed in volts. At steady current and uniform $s_i$, it is $\eta$ that the conductivities divide.

Let $u=\varphi-\eta$ be the deviation of the electrostatic potential $\varphi$ from $\eta$. It fills or empties states and makes a charge density $-q^2gu$. Since $\eta$ is linear in each layer, Gauss's law gives

$$u''=\frac{u}{L_i^2},\qquad L_i=\sqrt{\frac{\varepsilon_i}{q^2g}} .$$

Take neutral contacts, $u=0$ at the electrodes, and call the interface value $U$. The solutions are hyperbolic sines, with slopes $+(U/L_1)\coth(d_1/L_1)$ and $-(U/L_2)\coth(d_2/L_2)$ on the two sides of the interface. There is now no separate sheet charge, so $\varepsilon\varphi'$ is continuous:

$$\varepsilon_1\left[-E_1(\infty)+\frac{U}{L_1}\coth\frac{d_1}{L_1}\right]=\varepsilon_2\left[-E_2(\infty)-\frac{U}{L_2}\coth\frac{d_2}{L_2}\right].$$

Here $E_i(\infty)$ are the ohmic values found above, which are now the slopes of $-\eta$. Collecting $U$ and using $\varepsilon_2E_2(\infty)-\varepsilon_1E_1(\infty)=\sigma_\infty$,

$$U=-\frac{\sigma_\infty}{\dfrac{\varepsilon_1}{L_1}\coth\dfrac{d_1}{L_1}+\dfrac{\varepsilon_2}{L_2}\coth\dfrac{d_2}{L_2}} .$$

For an assumed $g=10^{20}$ per eV and cm³, the screening lengths are 2.1 and 3.3 nm and $U=-31$ mV. The electrostatic drop across layer 2 falls from 333 to 302 mV, a share of about 76% instead of 83%. This is an estimate, because an energy shift of 31 meV exceeds $k_BT=26$ meV and could alter the conductivity near the interface. The correction matters more in thinner films: at fixed average field, and with $d_i$ well above $L_i$, $U$ stays nearly constant while the applied voltage shrinks with thickness.

For your several-minute hold, then, start from $s_1E_1=s_2E_2$, provided the current in each film is close to proportional to the field. Keep $\varepsilon_1E_1=\varepsilon_2E_2$ for an initially uncharged stack at times much shorter than the smaller of $\varepsilon_1/s_1$ and $\varepsilon_2/s_2$, with each conductivity taken at the field in question; for your ohmic values that is 7.1 s.
